# The Penn Dielectric Constant and the Meaning of Silicon's 4.8 eV: a numerical check

```python
"""Static dielectric constant of an isotropic two-wave (Penn-type) insulator.

Result under test (Hartree atomic units):
    eps = 1 + (omega_p/E_g)^2 * S(B),  S = (2/3)*(sqrt(1+B^2) - B)
E_g: smallest direct gap; B = E_g/(4 E_F); E_F = k_F^2/2;
omega_p^2 = 4 pi n; n: valence density; k_F = (3 pi^2 n)^(1/3).
Each k mixes with k-G, G = 2 k_F along k, with coupling E_g/2.
The sharp-shell factor 1-B+B^2/3 is compared with S.
F: interband fraction of the oscillator strength.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq


def two_wave_factor(B):
    return 2.0 / 3.0 * (np.sqrt(1 + B**2) - B)


def sharp_shell_factor(B):
    return 1 - B + B**2 / 3


def strength_fraction(B):
    return np.sqrt(1 + B**2) - 2 * B + B**2 * np.arcsinh(1 / B)


def gauss(a, b, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (b - a) * x + 0.5 * (a + b), 0.5 * (b - a) * w


def solve_two_wave(k, mu, q, gap):
    """2x2 eigenproblem at k+q for k_F = 1; mu = cosine of angle(k,q)."""
    H = np.zeros(k.shape + (2, 2))
    H[..., 0, 0] = (k**2 + 2 * k * q * mu + q**2) / 2
    partner = k - 2.0
    H[..., 1, 1] = (partner**2 + 2 * partner * q * mu + q**2) / 2
    H[..., 0, 1] = H[..., 1, 0] = gap / 2
    return np.linalg.eigh(H)


def factor_from_density_response(B, q=1e-4):
    """S from the small-q density response with numerical eigenvectors."""
    gap = 2 * B
    k, wk = gauss(0, 1, 200)
    mu, wm = gauss(-1, 1, 8)
    K, M = np.meshgrid(k, mu, indexing="ij")
    e0, v0 = solve_two_wave(K, M, 0.0, gap)
    e1, v1 = solve_two_wave(K, M, q, gap)
    overlap = np.sum(v1[..., :, 1] * v0[..., :, 0], axis=-1)
    integrand = K**2 * overlap**2 / (e1[..., 1] - e0[..., 0])
    eps_minus_1 = 4 / (np.pi * q**2) * np.einsum("i,j,ij", wk, wm, integrand)
    density = 1 / (3 * np.pi**2)
    return eps_minus_1 * gap**2 / (4 * np.pi * density)


def fraction_from_curvature(B, h=1e-3):
    """F from the finite-difference curvature of the lower band."""
    k, w = gauss(0, 1, 200)
    mu = np.ones_like(k)

    def lower(x):
        return solve_two_wave(x, mu, 0.0, 2 * B)[0][:, 0]

    curvature = (lower(k + h) - 2 * lower(k) + lower(k - h)) / h**2
    return (1 - 3 * np.sum(w * k**2 * curvature)) / 3


def cosine_crystal_factor(B):
    """E_g^2 times polarizability per electron, 1D crystal, k_F = 1."""
    coupling = B
    orders = np.arange(-5, 6)
    off = coupling * (np.eye(11, k=1) + np.eye(11, k=-1))
    edge = np.linalg.eigvalsh(np.diag((1.0 + 2 * orders)**2 / 2) + off)
    gap = edge[1] - edge[0]
    s, ws = gauss(0, np.arcsinh(1 / B), 100)
    total = 0.0
    for si, wi in zip(s, ws):
        p = 1 - B * np.sinh(si) + 2 * orders
        e, v = np.linalg.eigh(np.diag(p**2 / 2) + off)
        pm = v[:, 1:].T @ (p * v[:, 0])
        alpha = 2 * np.sum(pm**2 / (e[1:] - e[0])**3)
        total += wi * B * np.cosh(si) * alpha
    return total * gap**2


# Closed forms against calculations from the Hamiltonian
print("Tests: B, S from density response, S closed form")
for B in (0.05, 0.1, 0.3):
    numeric = factor_from_density_response(B)
    print(f"  {B:.2f}  {numeric:.5f}  {two_wave_factor(B):.5f}")
    assert abs(numeric - two_wave_factor(B)) < 1e-4
print("Tests: B, F from band curvature, F closed form")
for B in (0.05, 0.1, 0.3):
    numeric = fraction_from_curvature(B)
    print(f"  {B:.2f}  {numeric:.4f}  {strength_fraction(B):.4f}")
    # finite-difference error grows as (h/B)^2
    assert abs(numeric - strength_fraction(B)) < 1e-3

print("1D cosine crystal, 11 plane waves: B, E_g^2*alpha per electron")
crystal = {B: cosine_crystal_factor(B) for B in (0.01, 0.1)}
for B, value in crystal.items():
    print(f"  {B:.2f}  {value:.4f}")
assert abs(crystal[0.01] - 2 / 3) < 0.01
assert abs(crystal[0.1] - 2 / 3) < 0.1

# Areas of the smooth profile and of its sharp-shell replacement
area = quad(lambda t: (1 + t * t)**-2.5, 0, np.inf)[0]
assert abs(area - 2 / 3) < 1e-8
shell = quad(lambda k: k**2, 1 - 0.1, 1)[0] / 0.1
assert abs(shell - sharp_shell_factor(0.1)) < 1e-10
print(f"Area of smooth profile (sharp shell has 1): {area:.4f}")

# Silicon with rough inputs
hartree_eV = const.value("Hartree energy in eV")
bohr_angstrom = const.value("Bohr radius") / const.angstrom
lattice_angstrom = 5.4
atoms, electrons_per_atom, eps = 8, 4, 12.0
n = atoms * electrons_per_atom / (lattice_angstrom / bohr_angstrom)**3
kF = (3 * np.pi**2 * n)**(1 / 3)
EF = kF**2 / 2
wp = np.sqrt(4 * np.pi * n)


def invert_gap(factor, eps_value):
    def mismatch(g):
        return (wp / g)**2 * factor(g / (4 * EF)) - (eps_value - 1)
    return brentq(mismatch, 0.03, 0.6)


gap_unit = wp / np.sqrt(eps - 1)
gap_shell = invert_gap(sharp_shell_factor, eps)
gap_true = invert_gap(two_wave_factor, eps)
B_shell, B_true = gap_shell / (4 * EF), gap_true / (4 * EF)
S_true, F_true = two_wave_factor(B_true), strength_fraction(B_true)

# Rebuild eps from the numerical density response at the extracted gap
eps_check = 1 + (wp / gap_true)**2 * factor_from_density_response(B_true)
assert abs(eps_check - eps) < 5e-3
assert abs(gap_shell * hartree_eV - 4.8) < 0.05

share = quad(lambda t: (1 - B_true * t)**2 * (1 + t * t)**-2.5, 0, 1)[0]
share /= S_true
eps_if_true = 1 + (wp / gap_shell)**2 * two_wave_factor(B_shell)

print("Silicon, rough inputs")
print(f"Lattice constant: {lattice_angstrom:.1f} angstrom")
print(f"Atoms per cube, valence electrons per atom: {atoms}, "
      f"{electrons_per_atom}")
print(f"Dielectric constant: {eps:.0f}")
print(f"Valence density n: {n:.5f} bohr^-3")
print(f"k_F: {kF:.4f} bohr^-1")
print(f"E_F: {EF:.4f} hartree")
print(f"omega_p: {wp:.4f} hartree")
for name, g in (("unit factor", gap_unit), ("sharp shell", gap_shell),
                ("true two-wave", gap_true)):
    print(f"Gap, {name}: {g:.4f} hartree = {g * hartree_eV:.2f} eV")
print(f"Sharp shell: B = {B_shell:.4f}, "
      f"factor = {sharp_shell_factor(B_shell):.4f}")
print(f"True two-wave: B = {B_true:.4f}, S = {S_true:.4f}")
print(f"Strength fraction F: {F_true:.4f}")
print(f"Mean of E_g^2/Delta^2, S/F: {S_true / F_true:.4f}")
print(f"Share of response from shell t<1: {share:.3f}")
print(f"eps rebuilt from numerical density response: {eps_check:.3f}")
print(f"eps if two-wave gap equalled sharp-shell gap: {eps_if_true:.2f}")
for trial in (11.5, 12.5):
    a = invert_gap(sharp_shell_factor, trial) * hartree_eV
    b = invert_gap(two_wave_factor, trial) * hartree_eV
    print(f"eps = {trial}: sharp-shell gap {a:.2f} eV, two-wave {b:.2f} eV")
print("OK")
```

Running it gives:

```
Tests: B, S from density response, S closed form
  0.05  0.63417  0.63417
  0.10  0.60332  0.60333
  0.30  0.49602  0.49602
Tests: B, F from band curvature, F closed form
  0.05  0.9105  0.9105
  0.10  0.8350  0.8350
  0.30  0.6167  0.6167
1D cosine crystal, 11 plane waves: B, E_g^2*alpha per electron
  0.01  0.6667
  0.10  0.6675
Area of smooth profile (sharp shell has 1): 0.6667
Silicon, rough inputs
Lattice constant: 5.4 angstrom
Atoms per cube, valence electrons per atom: 8, 4
Dielectric constant: 12
Valence density n: 0.03011 bohr^-3
k_F: 0.9625 bohr^-1
E_F: 0.4632 hartree
omega_p: 0.6152 hartree
Gap, unit factor: 0.1855 hartree = 5.05 eV
Gap, sharp shell: 0.1767 hartree = 4.81 eV
Gap, true two-wave: 0.1456 hartree = 3.96 eV
Sharp shell: B = 0.0954, factor = 0.9077
True two-wave: B = 0.0786, S = 0.6163
Strength fraction F: 0.8659
Mean of E_g^2/Delta^2, S/F: 0.7118
Share of response from shell t<1: 0.902
eps rebuilt from numerical density response: 12.000
eps if two-wave gap equalled sharp-shell gap: 8.35
eps = 11.5: sharp-shell gap 4.92 eV, two-wave 4.05 eV
eps = 12.5: sharp-shell gap 4.71 eV, two-wave 3.88 eV
OK
```
